# Elliott Absorption and the Finite Edge of a Direct Gap: verification in Python

```python
"""Elliott absorption of a direct, dipole-allowed, three-dimensional gap.

Result under test (atomic units), with E = photon energy - gap:
  Im eps = (8 pi^2 M^2 / omega^2) * rho(E)
  rho(E) = sum_n delta(E + R/n^2) / (pi a^3 n^3)
           + (2 mu)^(3/2) sqrt(E) S(E) / (4 pi^2)      for E > 0
  S = 2 pi eta / (1 - exp(-2 pi eta)),  eta = sqrt(R/E)
M: interband momentum element, mu: reduced mass, R: exciton Rydberg,
a: exciton radius, S: Sommerfeld factor, rho: contact density of states.
Claim: sqrt(E) S tends to 2 pi sqrt(R) at the edge, while free pairs (S = 1)
vanish there. Absorption coefficient = omega Im eps / (index * c).
Reduced units below: energy in R, length in a, so that E = k^2.
"""
import numpy as np
from scipy.constants import physical_constants, fine_structure
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
LIGHT = 1.0 / fine_structure

# Chosen model parameters
gap_ev, mu, eps_static, index, kane_ev = 1.5, 0.06, 12.0, 3.5, 10.0
gap = gap_ev / HARTREE
M2 = 0.5 * kane_ev / HARTREE
R = mu / (2 * eps_static**2)
a = eps_static / mu


def sommerfeld(k, strength=1.0):
    """Closed form; strength 1 attraction, 0 free, -1 repulsion."""
    x = 2 * np.pi * strength / k
    return 1.0 if x == 0 else x / (-np.expm1(-x))


def sommerfeld_numeric(k, strength=1.0, screening=np.inf):
    """Contact enhancement from integrating the radial equation outward."""
    def pot(r):
        return 2 * strength * np.exp(-r / screening) / r

    def rhs(r, y):
        return [y[1], -(k * k + pot(r)) * y[0]]

    r0, r1 = 1e-6, 200.0 / k
    start = [r0 - strength * r0**2, 1 - 2 * strength * r0]
    sol = solve_ivp(rhs, (r0, r1), start, method="DOP853",
                    rtol=1e-10, atol=1e-14)
    u, du = sol.y[:, -1]
    K = np.sqrt(k * k + pot(r1))
    dK = -pot(r1) * (1 / r1 + 1 / screening) / (2 * K)
    amp2 = K * u * u + (du + dK * u / (2 * K))**2 / K
    return 1.0 / (k * amp2)


# Continuum enhancement: differential equation against closed form
worst = 0.0
numeric = {}
for k, g in [(0.1, 1), (0.2, 1), (1.0, 1), (3.0, 1), (1.0, -1), (2.0, -1)]:
    numeric[k, g] = sommerfeld_numeric(k, g)
    worst = max(worst, abs(numeric[k, g] / sommerfeld(k, g) - 1))
assert worst < 1e-4
edge_numeric = 0.1 * numeric[0.1, 1]
assert abs(edge_numeric / (2 * np.pi) - 1) < 1e-4
assert abs(0.2 * numeric[0.2, 1] / edge_numeric - 1) < 1e-4

# Far above the edge the excess k(S-1) tends to pi, next term pi^2/(3k)
k_high = 30.0
excess = k_high * (sommerfeld_numeric(k_high) - 1)
assert abs(excess - np.pi - np.pi**2 / (3 * k_high)) < 5e-3

# A finite-range attraction brings back the square-root onset
range_scr = 2.0
scr_lo = sommerfeld_numeric(0.005, 1, range_scr)
scr_hi = sommerfeld_numeric(0.010, 1, range_scr)
ratio_scr = 0.010 * scr_hi / (0.005 * scr_lo)
assert abs(ratio_scr - 2) < 0.04

# Lowest exciton: momentum-space pair equation and contact rule


def amp_1s(k):
    return 8 * np.sqrt(np.pi) / (1 + k * k)**2


for k in (0.3, 1.0, 2.5):
    def kernel(q):
        return q * np.log(abs((k + q) / (k - q))) * amp_1s(q)
    coulomb = quad(kernel, 0, k, limit=200)[0]
    coulomb += quad(kernel, k, np.inf, limit=200)[0]
    coulomb *= 2 / (np.pi * k)
    assert abs(coulomb / ((k * k + 1) * amp_1s(k)) - 1) < 1e-5
contact = quad(lambda q: q * q * amp_1s(q) / (2 * np.pi**2), 0, np.inf)[0]
assert abs(contact**2 * np.pi - 1) < 1e-6

# Optical prefactor: quantum line strength against a classical medium
w0, damping, density = 0.7, 0.1, 0.02
x = np.linspace(-12, 12, 24001)
psi0 = (w0 / np.pi)**0.25 * np.exp(-w0 * x * x / 2)
psi1 = np.sqrt(2 * w0) * x * psi0
p10 = np.sum(psi1 * np.gradient(psi0, x)) * (x[1] - x[0])
area_quantum = w0 * 4 * np.pi**2 * density * p10**2 / w0**2


def classical(w):
    im = damping * w / ((w0**2 - w**2)**2 + (damping * w)**2)
    return w * 4 * np.pi * density * im


area_classical = quad(classical, 0, 2, points=[w0], limit=200)[0]
area_classical += quad(classical, 2, np.inf)[0]
assert abs(area_quantum / area_classical - 1) < 1e-4

# Broadened contact spectrum: diagonalization against the formula
width = 0.1


def gauss(d):
    return np.exp(-0.5 * (d / width)**2) / (width * np.sqrt(2 * np.pi))


def rho_formula(E, strength):
    """Broadened rho in atomic units at energy E (in R)."""
    total = 0.0
    if strength == 1:
        n = np.arange(1, 2001)
        total += np.sum(gauss(E + 1 / n**2) / (np.pi * n**3))
    top = E + 8 * width
    if top > 0:
        total += quad(lambda k: k * k * sommerfeld(k, strength)
                      * gauss(E - k * k) / (2 * np.pi**2),
                      0, np.sqrt(top), limit=200)[0]
    return total / (a**3 * R)


def sphere_states(strength):
    """s states of the pair in a hard sphere, in atomic units."""
    h, points = 0.04 * a, 4000
    r = h * np.arange(1, points + 1)
    diag = 1 / (mu * h * h) - strength / (eps_static * r)
    off = np.full(points - 1, -1 / (2 * mu * h * h))
    energy, vec = eigh_tridiagonal(diag, off, select="v",
                                   select_range=(-1.5 * R, 1.8 * R))
    slope = vec[0] / np.sqrt(h) / h / (1 - strength * h / a)
    return energy, slope**2 / (4 * np.pi)


rho_diag = {}
worst_diag = 0.0
for g, energies in [(1, (-1, -0.25, 0, 0.5, 1)), (0, (0, 0.5, 1))]:
    level, weight = sphere_states(g)
    for E in energies:
        rho_diag[g, E] = np.sum(weight * gauss(E - level / R)) / R
        err = abs(rho_diag[g, E] / rho_formula(E, g) - 1)
        worst_diag = max(worst_diag, err)
assert worst_diag < 0.01

# Free pairs counted explicitly in a periodic cube
side = 150.0
q = 2 * np.pi / side * np.arange(-36, 37)
k2 = q[:, None, None]**2 + q[None, :, None]**2 + q[None, None, :]**2
for E in (0, 0.5, 1):
    counted = np.sum(gauss(E - k2)) / side**3 / (a**3 * R)
    assert abs(counted / rho_formula(E, 0) - 1) < 0.01

# Bound lines averaged over their spacing join the numerical continuum edge
n_line = 10
spacing = 1 / (n_line - 0.5)**2 - 1 / (n_line + 0.5)**2
join = (1 / (np.pi * n_line**3) / spacing) / (edge_numeric / (4 * np.pi**2))
assert abs(join - 1) < 0.01


def alpha(E_red, rho):
    """Absorption coefficient in 1/angstrom."""
    omega = gap + E_red * R
    return 8 * np.pi**2 * M2 * rho / (omega * index * LIGHT) / BOHR


def rho_cont(E_red, strength):
    k = np.sqrt(E_red)
    return ((2 * mu)**1.5 * np.sqrt(E_red * R)
            * sommerfeld(k, strength) / (4 * np.pi**2))


rho_edge = (2 * mu)**1.5 * np.sqrt(R) / (2 * np.pi)
alpha_edge = alpha(0, rho_edge)
im_eps_edge = 8 * np.pi**2 * M2 * rho_edge / gap**2
R_ev = R * HARTREE

print(f"gap = {gap_ev:.3f} eV")
print(f"reduced mass = {mu:.3f} electron masses")
print(f"static dielectric constant = {eps_static:.1f}")
print(f"refractive index = {index:.2f}")
print(f"momentum-element energy 2M^2 = {kane_ev:.2f} eV")
print(f"exciton Rydberg R = {R_ev:.6f} eV")
print(f"exciton radius a = {a * BOHR:.2f} angstrom")
for n in (1, 2, 3):
    strength = alpha(-1 / n**2, 1 / (np.pi * a**3 * n**3)) * HARTREE
    print(f"line n={n}: photon energy {gap_ev - R_ev / n**2:.6f} eV, "
          f"integrated absorption {strength:.3e} eV/angstrom")
print(f"edge Im eps, Coulomb = {im_eps_edge:.5f}")
print(f"edge absorption, Coulomb = {alpha_edge:.4e} 1/angstrom")
print(f"edge absorption, Coulomb = {alpha_edge * 1e8:.0f} 1/cm")
print("E/R, E (eV), S, free and Coulomb absorption (1/angstrom):")
for E in (0.01, 0.1, 1.0, 10.0, 40.0):
    print(f"  {E:5.2f} {E * R_ev:.6f} {sommerfeld(np.sqrt(E)):8.4f} "
          f"{alpha(E, rho_cont(E, 0)):.4e} {alpha(E, rho_cont(E, 1)):.4e}")
print(f"free reduced spectrum reaches edge value at E = "
      f"{(rho_edge * 4 * np.pi**2)**2 / (2 * mu)**3 * HARTREE:.4f} eV")
print(f"flatness: sqrt(E)S at E=R over edge limit = "
      f"{sommerfeld(1.0) / (2 * np.pi):.6f}")
print(f"radial equation: sqrt(E/R) S at E=0.01R = {edge_numeric:.6f}")
print(f"limit 2 pi = {2 * np.pi:.6f}")
print(f"largest relative error of S, radial equation = {worst:.1e}")
print(f"repulsion: S at E=R, radial equation = {numeric[1.0, -1]:.6f}")
print(f"excess sqrt(E/R)(S-1) at E=900R = {excess:.4f}")
print(f"screening length in test = {range_scr:.1f} a")
print(f"screened S at sqrt(E/R)=0.005 and 0.010 = "
      f"{scr_lo:.3f}, {scr_hi:.3f}")
print(f"screened sqrt(E)S ratio on doubling sqrt(E) = {ratio_scr:.4f}")
print(f"line n=10 averaged over spacing / continuum edge = {join:.5f}")
print(f"Gaussian standard deviation = {width * R_ev:.6f} eV")
print("broadened absorption at edge, omega = gap (1/angstrom):")
for g, name in ((1, "Coulomb"), (0, "free")):
    print(f"  {name}: diagonalization {alpha(0, rho_diag[g, 0]):.4e}, "
          f"formula {alpha(0, rho_formula(0, g)):.4e}")
print(f"largest relative error, broadened spectrum = {worst_diag:.1e}")
print("verified")
```

Running it gives:

```
gap = 1.500 eV
reduced mass = 0.060 electron masses
static dielectric constant = 12.0
refractive index = 3.50
momentum-element energy 2M^2 = 10.00 eV
exciton Rydberg R = 0.005669 eV
exciton radius a = 105.84 angstrom
line n=1: photon energy 1.494331 eV, integrated absorption 1.127e-06 eV/angstrom
line n=2: photon energy 1.498583 eV, integrated absorption 1.405e-07 eV/angstrom
line n=3: photon energy 1.499370 eV, integrated absorption 4.160e-08 eV/angstrom
edge Im eps, Coulomb = 0.45593
edge absorption, Coulomb = 9.9023e-05 1/angstrom
edge absorption, Coulomb = 9902 1/cm
E/R, E (eV), S, free and Coulomb absorption (1/angstrom):
   0.01 0.000057  62.8319 1.5759e-06 9.9019e-05
   0.10 0.000567  19.8692 4.9819e-06 9.8986e-05
   1.00 0.005669   6.2949 1.5701e-05 9.8835e-05
  10.00 0.056690   2.3027 4.8023e-05 1.1058e-04
  40.00 0.226762   1.5777 8.6585e-05 1.3660e-04
free reduced spectrum reaches edge value at E = 0.2238 eV
flatness: sqrt(E)S at E=R over edge limit = 1.001871
radial equation: sqrt(E/R) S at E=0.01R = 6.283183
limit 2 pi = 6.283185
largest relative error of S, radial equation = 4.2e-07
repulsion: S at E=R, radial equation = 0.011755
excess sqrt(E/R)(S-1) at E=900R = 3.2512
screening length in test = 2.0 a
screened S at sqrt(E/R)=0.005 and 0.010 = 31.060, 31.034
screened sqrt(E)S ratio on doubling sqrt(E) = 1.9983
line n=10 averaged over spacing / continuum edge = 0.99501
Gaussian standard deviation = 0.000567 eV
broadened absorption at edge, omega = gap (1/angstrom):
  Coulomb: diagonalization 9.8519e-05, formula 9.8356e-05
  free: diagonalization 2.0487e-06, formula 2.0488e-06
largest relative error, broadened spectrum = 1.7e-03
verified
```
